# Conservative moving-mesh scheme for multicomponent alloy depletion beneath an oxide scale: test program

```python
"""Alloy depletion beneath a receding scale/metal interface.

Result under test: a finite-volume scheme on a mesh that shrinks with the metal
keeps every element inventory and converges to the similarity solution
    x_s = (x_0 - F r)/(1 - F),  F = sqrt(pi) lam exp(lam^2) erfc(lam),
    lam = sqrt(k_c/(2 D)),
which for a dilute binary alloy reduces to x_s = x_0 - sqrt(pi) lam.

Symbols: x mole fractions of the independent elements (solvent is the remainder),
x_0 initial and x_s interface values, r fractions of the oxidized atoms,
s = sqrt(2 k_c t) recession, X = sqrt(2 k_p t) scale thickness, L half-thickness,
D interdiffusion matrix, tau = sqrt(t). Lengths in um, times in h.
"""
import numpy as np
from scipy.constants import R as GAS
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import fsolve
from scipy.special import erfc, erfcx


def ideal_matrix(tracer):
    """Composition-dependent interdiffusion matrix; solvent is last in tracer."""
    tracer = np.asarray(tracer, float)
    d = tracer[:-1]
    return lambda x: np.diag(d) - x[:, :, None] * (d - tracer[-1])[None, None, :]


def constant_matrix(D):
    D = np.asarray(D, float)
    return lambda x: np.broadcast_to(D, (len(x),) + D.shape)


def deplete(x0, r, diff, kc, L, T, cells, steps, stretch=4.0):
    """March the moving-mesh scheme from a uniform alloy to time T."""
    x0, r = np.array(x0, float), np.array(r, float)
    n, eye = len(x0), np.eye(len(x0))
    g = np.expm1(stretch * np.linspace(0, 1, cells + 1)) / np.expm1(stretch)
    dg, gc, gf = np.diff(g), (g[1:] + g[:-1]) / 2, g[1:-1]
    gap = np.diff(gc)
    wl = (gc[1:] - gf) / gap                      # weight of the left cell
    rate, dtau = np.sqrt(2 * kc), np.sqrt(T) / steps
    x = np.tile(x0, (cells, 1))
    x_old = x
    amount = L * dg[:, None] * x
    amount_old = amount
    u = 2 * n - 1
    taus, surface, middle, drift = [], [], [], 0.0
    sweep = (rate * (1 - gf))[:, None, None] * eye
    wl3 = wl[:, None, None]
    for k in range(1, steps + 1):
        tau = k * dtau
        s = rate * tau
        h = (L - s) * dg
        guess = 2 * x - x_old
        faces = wl[:, None] * guess[:-1] + (1 - wl)[:, None] * guess[1:]
        cond = 2 * tau * diff(faces) / ((L - s) * gap)[:, None, None]
        left, right = wl3 * sweep - cond, (1 - wl3) * sweep + cond
        if k == 1:
            lead, rhs = 1.0, amount.copy()
        else:
            lead, rhs = 1.5, 2 * amount - 0.5 * amount_old
        rhs[0] -= dtau * rate * r                 # oxidation loss
        diag = lead * h[:, None, None] * eye
        diag[:-1] -= dtau * left
        diag[1:] += dtau * right
        band = np.zeros((2 * u + 1, cells * n))
        for p in range(n):
            for q in range(n):
                band[u + p - q, q::n] = diag[:, p, q]
                band[u + p - q - n, n + q::n] = -dtau * right[:, p, q]
                band[u + p - q + n, q:(cells - 1) * n:n] = dtau * left[:, p, q]
        x_old, amount_old = x, amount
        x = solve_banded((u, u), band, rhs.ravel()).reshape(cells, n)
        amount = h[:, None] * x
        # interface composition from the half-cell flux balance
        b = 0.5 * h[0] * rate / (2 * tau)
        xs = x[0]
        for _ in range(3):
            D = diff(xs[None, :])[0]
            xs = np.linalg.solve(D - b * eye, D @ x[0] - b * r)
        taus.append(tau)
        surface.append(xs)
        middle.append(x[-1])
        miss = amount.sum(0) + r * s - L * x0
        solvent = (h * (1 - x.sum(1))).sum() + (1 - r.sum()) * s - L * (1 - x0.sum())
        drift = max(drift, np.abs(miss).max() / L, abs(solvent) / L)
    return dict(tau=np.array(taus), xs=np.array(surface), mid=np.array(middle),
                z=s + (L - s) * gc, x=x, h=h, drift=drift)


def similarity(x0, r, D, kc):
    """Interface values and profile(y = z/sqrt(t)) for a constant matrix D."""
    d, P = np.linalg.eig(np.asarray(D, float))
    w0, rho = np.linalg.solve(P, x0), np.linalg.solve(P, r)
    lam = np.sqrt(kc / (2 * d))
    F = np.sqrt(np.pi) * lam * erfcx(lam)
    ws = (w0 - F * rho) / (1 - F)
    a = (w0 - ws) / erfc(lam)

    def profile(y):
        modes = erfc(y[None, :] / (2 * np.sqrt(d))[:, None])
        return (P @ (w0[:, None] - a[:, None] * modes)).T
    return P @ ws, profile


def time_at_level(run, level):
    """Last time at which interface Cr still exceeds the level."""
    c = run["xs"][:, 0]
    i = np.nonzero(c > level)[0][-1]
    assert i + 1 < len(c), "level not reached"
    f = (c[i] - level) / (c[i] - c[i + 1])
    return (run["tau"][i] + f * (run["tau"][i + 1] - run["tau"][i])) ** 2


# ---------------- example inputs (rough typical values) ----------------
T_K = 1273.0
tracer = np.array([3.0, 4.0, 2.0])                # Cr, Fe, Ni in um2/h
x0 = np.array([0.17, 0.08])                       # Cr, Fe
r_cr = np.array([1.0, 0.0])
kp, L, T_end, level = 0.1, 50.0, 1000.0, 0.05
V_el = np.array([51.996 / 7.19, 55.845 / 7.874, 58.693 / 8.908])
V_ox = (2 * 51.996 + 3 * 15.999) / 5.22           # Cr2O3, cm3/mol
x_all = np.append(x0, 1 - x0.sum())
V_m = V_el @ x_all


def recession_constant(kp_value, molar_volume):
    return kp_value * (2 * molar_volume / V_ox) ** 2


kc = recession_constant(kp, V_m)
diff = ideal_matrix(tracer)
print("Ni-17Cr-8Fe foil, rough inputs")
print(f"temperature {T_K:.0f} K; half-thickness {L:.0f} um")
print(f"initial Cr {100*x0[0]:.1f}, Fe {100*x0[1]:.1f} at.%")
print("tracer D Cr, Fe, Ni:", *[f"{d:.1f}" for d in tracer], "um2/h")
print(f"k_p {kp:.3f} um2/h = {kp*1e-8/3600:.2e} cm2/s")
print(f"V_m {V_m:.3f}, V_ox {V_ox:.2f} cm3/mol")
print(f"scale thickness / recession {V_ox/(2*V_m):.3f}")
print(f"k_c {kc:.5f} um2/h")

# ---------------- matrix against explicit three-element fluxes ----------------
grad = np.array([0.7, -0.3])
grad_all = np.append(grad, -grad.sum())
lattice = -tracer * grad_all
fixed = lattice - x_all * lattice.sum()
D0 = diff(x0[None, :])[0]
assert np.allclose(-D0 @ grad, fixed[:2], atol=1e-13)
print("D matrix at x_0:", *[f"{v:.3f}" for v in D0.ravel()], "um2/h")

# ---------------- binary similarity solution and convergence ----------------
Lsemi, Tsemi, Dbin, xb = 200.0, 100.0, 3.0, 0.02
lam_b = xb / (2 * np.sqrt(np.pi))
kb = 2 * Dbin * lam_b ** 2
xs_b, prof_b = similarity(np.array([xb]), np.array([1.0]), [[Dbin]], kb)
errors = []
for m, n in ((40, 100), (80, 200), (160, 400)):
    run = deplete([xb], [1.0], constant_matrix([[Dbin]]), kb, Lsemi, Tsemi, m, n, 5.0)
    errors.append(np.abs(run["x"] - prof_b(run["z"] / np.sqrt(Tsemi))).max() / xb)
order = np.log2(errors[1] / errors[2])
assert errors[2] < 1e-3 and order > 1.6, (errors, order)
assert abs(run["xs"][-1, 0] - xs_b[0]) < 1e-3 * xb
print(f"binary test: x_0 {xb:.3f}, D {Dbin:.1f} um2/h, lambda {lam_b:.6f}")
print(f"binary x_s: mesh {run['xs'][-1,0]:.6f}, formula {xs_b[0]:.6f}")
print("profile error/x_0, 40/80/160 cells:", *[f"{e:.1e}" for e in errors])
print(f"observed order {order:.2f}")

# ---------------- dilute limit with composition-dependent D ----------------
dev = []
for c in (0.04, 0.02):
    lam = c / (2 * np.sqrt(np.pi))
    run = deplete([c], [1.0], ideal_matrix([3.0, 2.0]), 2 * 3.0 * lam ** 2,
                  Lsemi, Tsemi, 160, 400, 5.0)
    dev.append(run["xs"][-1, 0] / c - (1 - np.sqrt(np.pi) * lam / c))
assert 1.8 < dev[0] / dev[1] < 2.2, dev
print(f"dilute-law error in x_s/x_0: {dev[0]:.5f} at x_0=0.04")
print(f"dilute-law error in x_s/x_0: {dev[1]:.5f} at x_0=0.02")

# ---------------- constant ternary matrix, mixed oxidation ----------------
r_mix = np.array([0.9, 0.05])
xs_m, prof_m = similarity(x0, r_mix, D0, kc)
run = deplete(x0, r_mix, constant_matrix(D0), kc, Lsemi, Tsemi, 160, 400, 5.0)
err_m = np.abs(run["x"] - prof_m(run["z"] / np.sqrt(Tsemi))).max()
assert err_m < 2e-4 and np.abs(run["xs"][-1] - xs_m).max() < 2e-4, err_m
print(f"constant-matrix ternary profile error {err_m:.1e}")

# ---------------- nonlinear ternary solution by shooting ----------------
y0, y_far = np.sqrt(2 * kc), 20.0


def shoot(xs, dense=False):
    def slope(y, v):
        dx = np.linalg.solve(diff(v[None, :2])[0], v[2:])
        return np.concatenate([dx, -0.5 * y * dx])
    start = np.concatenate([xs, (r_cr - xs) * y0 / 2])
    return solve_ivp(slope, (y0, y_far), start, method="DOP853",
                     rtol=1e-9, atol=1e-12, dense_output=dense)


xs_const, _ = similarity(x0, r_cr, D0, kc)
xs_diag, _ = similarity(x0, r_cr, np.diag(np.diag(D0)), kc)
xs_non = fsolve(lambda v: shoot(v).y[:2, -1] - x0, xs_const, xtol=1e-10)
ode = shoot(xs_non, True)
assert np.abs(ode.y[:2, -1] - x0).max() < 1e-8
run = deplete(x0, r_cr, diff, kc, Lsemi, Tsemi, 160, 400, 5.0)
y = run["z"] / np.sqrt(Tsemi)
near = y < y_far
err_n = np.abs(run["x"][near] - ode.sol(y[near])[:2].T).max()
assert err_n < 2e-4 and np.abs(run["xs"][-1] - xs_non).max() < 2e-4, err_n
print(f"nonlinear ternary profile error {err_n:.1e}")
print("semi-infinite interface Cr, Fe in at.%:")
for name, v in (("D(x), shooting", xs_non), ("D(x), moving mesh", run["xs"][-1]),
                ("constant matrix", xs_const), ("diagonal matrix", xs_diag)):
    print(f"  {name}: {100*v[0]:.3f}, {100*v[1]:.3f}")

# ---------------- congruent oxidation keeps a uniform alloy uniform ----------------
run = deplete(x0, x0, diff, kc, L, T_end, 60, 100)
uniform = np.abs(run["x"] - x0).max()
assert uniform < 1e-11, uniform
print(f"uniform-state error {uniform:.1e}")

# ---------------- finite foil ----------------
foil = deplete(x0, r_cr, diff, kc, L, T_end, 100, 800)
assert foil["drift"] < 1e-10, foil["drift"]
assert foil["xs"].min() > 0
print("t (h), X (um), s (um), interface Cr, Fe, mid-plane Cr (at.%):")
for i in (80, 240, 400, 640, 800):
    t = foil["tau"][i - 1] ** 2
    a, b = foil["xs"][i - 1], foil["mid"][i - 1]
    print(f"  {t:.0f}, {np.sqrt(2*kp*t):.2f}, {np.sqrt(2*kc*t):.3f}, "
          f"{100*a[0]:.2f}, {100*a[1]:.2f}, {100*b[0]:.2f}")

to_umol = 1e-4 / V_m * 1e6                       # um of metal to umol/cm2
metal = np.append((foil["h"][:, None] * foil["x"]).sum(0),
                  (foil["h"] * (1 - foil["x"].sum(1))).sum()) * to_umol
first = L * x_all * to_umol
scale = np.array([2 * np.sqrt(2 * kp * T_end) * 1e-4 / V_ox * 1e6, 0.0, 0.0])
assert np.allclose(metal + scale, first, rtol=1e-9)
print("per side at end, umol/cm2: initial, metal, scale")
for name, a, b, c in zip(("Cr", "Fe", "Ni"), first, metal, scale):
    print(f"  {name}: {a:.3f}, {b:.3f}, {c:.3f}")
print(f"largest inventory error / total {foil['drift']:.1e}")

life = time_at_level(foil, level)
leave = time_at_level(foil, 0.99 * xs_non[0])
coarse = time_at_level(deplete(x0, r_cr, diff, kc, L, T_end, 50, 400), level)
assert abs(coarse / life - 1) < 5e-3, (coarse, life)
bound = (L * (x0[0] - level) / (1 - level)) ** 2 / (2 * kc)
mixed = time_at_level(deplete(x0, r_cr, ideal_matrix(100 * tracer), kc, L,
                              T_end, 100, 400), level)
assert life < bound and abs(mixed / bound - 1) < 0.01, (mixed, bound)
print(f"interface Cr 1% below semi-infinite value at {leave:.0f} h")
print(f"interface Cr reaches {100*level:.0f} at.% at {life:.1f} h = {life/24:.1f} days")
print(f"same with half the cells and steps {coarse:.1f} h")
print(f"perfect-mixing bound {bound:.1f} h; mesh with 100 D {mixed:.1f} h")

# ---------------- size of neglected effects (rough inputs) ----------------
delta, grain = 5e-4, 50.0                         # boundary width, grain size, um


def changed_life(d_factor, k_factor=1.0, volume=V_m):
    k_new = recession_constant(kp * k_factor, volume)
    return time_at_level(deplete(x0, r_cr, ideal_matrix(d_factor * tracer), k_new,
                                 L, T_end, 100, 400), level)


print("time to the same level with a neglected effect put in:")
print(f"  thermodynamic factor 1.5: {changed_life(1.5):.0f} h")
for ratio in (1e4, 1e5):
    f = 1 + 2 * delta / grain * ratio
    print(f"  boundary/lattice D {ratio:.0e}, {grain:.0f} um grains (D x {f:.1f}): "
          f"{changed_life(f):.0f} h")
print(f"  molar volume of Cr, {V_el[0]:.3f} cm3/mol: {changed_life(1.0, 1.0, V_el[0]):.0f} h")
E_D, E_k, dT = 280e3, 250e3, 10.0
arr = (1 / T_K - 1 / (T_K + dT)) / GAS
print(f"  {dT:.0f} K hotter (E {E_D/1e3:.0f} for D, {E_k/1e3:.0f} kJ/mol for k_p): "
      f"{changed_life(np.exp(E_D*arr), np.exp(E_k*arr)):.0f} h")
evap = 5e-4                                       # um of oxide per h
print(f"  evaporation {evap:.0e} um/h: at most "
      f"{100*evap*life/np.sqrt(2*kp*life):.1f} % more Cr used")
print("every check passed")
```

Output:

```
Ni-17Cr-8Fe foil, rough inputs
temperature 1273 K; half-thickness 50 um
initial Cr 17.0, Fe 8.0 at.%
tracer D Cr, Fe, Ni: 3.0 4.0 2.0 um2/h
k_p 0.100 um2/h = 2.78e-13 cm2/s
V_m 6.738, V_ox 29.12 cm3/mol
scale thickness / recession 2.161
k_c 0.02142 um2/h
D matrix at x_0: 2.830 -0.340 -0.080 3.840 um2/h
binary test: x_0 0.020, D 3.0 um2/h, lambda 0.005642
binary x_s: mesh 0.010164, formula 0.010164
profile error/x_0, 40/80/160 cells: 5.3e-04 1.3e-04 3.3e-05
observed order 2.00
dilute-law error in x_s/x_0: 0.01421 at x_0=0.04
dilute-law error in x_s/x_0: 0.00705 at x_0=0.02
constant-matrix ternary profile error 6.3e-06
nonlinear ternary profile error 6.9e-06
semi-infinite interface Cr, Fe in at.%:
  D(x), shooting: 7.709, 8.662
  D(x), moving mesh: 7.708, 8.662
  constant matrix: 7.621, 8.666
  diagonal matrix: 7.586, 8.775
uniform-state error 1.3e-14
t (h), X (um), s (um), interface Cr, Fe, mid-plane Cr (at.%):
  10, 1.41, 0.655, 7.71, 8.66, 17.00
  90, 4.24, 1.964, 7.71, 8.66, 16.44
  250, 7.07, 3.273, 7.49, 8.73, 13.23
  640, 11.31, 5.237, 5.25, 9.03, 8.34
  1000, 14.14, 6.546, 2.92, 9.28, 5.30
per side at end, umol/cm2: initial, metal, scale
  Cr: 126.143, 29.002, 97.141
  Fe: 59.361, 59.361, 0.000
  Ni: 556.514, 556.514, 0.000
largest inventory error / total 6.7e-15
interface Cr 1% below semi-infinite value at 194 h
interface Cr reaches 5 at.% at 677.7 h = 28.2 days
same with half the cells and steps 677.5 h
perfect-mixing bound 931.0 h; mesh with 100 D 928.8 h
time to the same level with a neglected effect put in:
  thermodynamic factor 1.5: 774 h
  boundary/lattice D 1e+04, 50 um grains (D x 1.2): 728 h
  boundary/lattice D 1e+05, 50 um grains (D x 3.0): 856 h
  molar volume of Cr, 7.232 cm3/mol: 543 h
  10 K hotter (E 280 for D, 250 kJ/mol for k_p): 570 h
  evaporation 5e-04 um/h: at most 2.9 % more Cr used
every check passed
```
